**Equal-fraction rank-two laminate: compatibility, residual energy and neglected effects**

Two twins with variant fractions (2/3, 1/3, 0) and (0, 1/3, 2/3), stacked in equal amounts, give equal fractions of three tetragonal variants with compatible average strains. Here $g$ is the tetragonal strain difference, $p$ the twin period, $H$ the layer thickness, $\mu$ the shear modulus, and $K\mu g^2p$ the residual elastic energy per interface area. The program asserts the interface normals by a scan over directions, the uniqueness of the fractions by symbolic solution, and the count of 24 laminates. It also asserts wall neutrality, the disclination angle by two routes, and compatibility at finite deformation. A Fourier solution on the domain map gives $K\approx0.035$ for Poisson ratio 0.30, steady under grid refinement and under a change of $H/p$. For rough barium titanate parameters and $H=10\,000$ nm, the equilibrium period is about 1080 nm and the laminate energy 0.037 J/cm³, against 3.33 J/cm³ for a clamped single variant. The largest neglected effect in the output is the unscreened depolarizing field, with an energy of about 0.85 J/cm³.

## Numerical check

```python
# Result under test: twins A = (2/3 variant 1, 1/3 variant 2) and
# B = (2/3 variant 3, 1/3 variant 2), mixed half and half, form a linear-theory
# rank-two laminate with equal fractions of the three tetragonal variants.
# Variant strain: E_i = eps_a*I + g*e_i(x)e_i, g = eps_c - eps_a.
# p = twin period, H = thickness of one twinned layer, mu = shear modulus.
# Residual elastic energy per area of twin-twin interface = K*mu*g^2*p.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(4)
I3 = np.eye(3)

# Rough inputs typical of coarse-grained tetragonal barium titanate
a_nm, c_nm = 0.399, 0.403
mu_GPa, poisson = 50.0, 0.30
Ps = 0.26                 # C/m^2
wall_energy = 0.010       # J/m^2
wall_width_nm = 5.0
H_nm = 10000.0
eps_rel = 1000.0

a0_nm = (2*a_nm + c_nm)/3
eps_a, eps_c = a_nm/a0_nm - 1, c_nm/a0_nm - 1
g = eps_c - eps_a
lam_GPa = 2*mu_GPa*poisson/(1 - 2*poisson)
C_iso = (lam_GPa + 2*mu_GPa, lam_GPa, mu_GPa)
E = [eps_a*I3 + g*np.outer(I3[i], I3[i]) for i in range(3)]


def relaxed_energy(K, th, C):
    """Energy of a diagonal strain wave th with unit direction K after
    relaxation of the displacement; C = (c11, c12, c44)."""
    c11, c12, c44 = C
    G = (c12 + c44)*K[..., :, None]*K[..., None, :]
    for i in range(3):
        G[..., i, i] += c44 + (c11 - c12 - 2*c44)*K[..., i]**2
    sig = c12*th.sum(-1)[..., None] + (c11 - c12)*th
    f = sig*K
    gain = np.einsum('...i,...ij,...j->...', f.conj(), np.linalg.inv(G), f)
    return 0.5*((th.conj()*sig).sum(-1).real - gain.real)


def strain_rows(e, C):
    """Vector whose squared length is twice the elastic energy."""
    c11, c12, c44 = C
    return np.array([np.sqrt(c11-c12)*e[0, 0], np.sqrt(c11-c12)*e[1, 1],
                     np.sqrt(c11-c12)*e[2, 2], np.sqrt(c12)*np.trace(e),
                     2*np.sqrt(c44)*e[0, 1], 2*np.sqrt(c44)*e[0, 2],
                     2*np.sqrt(c44)*e[1, 2]])


# Relaxed energy against direct least squares over the displacement amplitude
C_aniso = (C_iso[0], C_iso[1], 1.5*C_iso[2])
for C in (C_iso, C_aniso):
    for _ in range(10):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        d = rng.normal(size=3)
        A = np.array([strain_rows((np.outer(v, n)+np.outer(n, v))/2, C)
                      for v in I3]).T
        rhs = strain_rows(np.diag(d), C)
        x = np.linalg.lstsq(A, rhs, rcond=None)[0]
        direct = 0.5*np.sum((A@x - rhs)**2)
        assert np.isclose(direct, relaxed_energy(n, d, C), rtol=1e-8)

# Eigenvalues of a compatible strain difference
for _ in range(20):
    c, n = rng.normal(size=(2, 3))
    ev = np.linalg.eigvalsh((np.outer(c, n) + np.outer(n, c))/2)
    r = np.linalg.norm(c)*np.linalg.norm(n)
    assert np.allclose(ev, [(c@n - r)/2, 0, (c@n + r)/2], atol=1e-12)

# Scan of all interface directions, one representative per line
tt, pp = np.meshgrid(np.radians(np.arange(1, 180)),
                     np.radians(np.arange(180)), indexing='ij')
dirs = np.stack([np.sin(tt)*np.cos(pp), np.sin(tt)*np.sin(pp),
                 np.cos(tt)], -1).reshape(-1, 3)
dirs = np.vstack([dirs, [0, 0, 1]])


def scan(d):
    return relaxed_energy(dirs, np.broadcast_to(d, dirs.shape), C_iso)


twinA, twinB = np.array([2, 1, 0])/3, np.array([0, 1, 2])/3
normal_counts = []
for d, i, j in ((I3[0]-I3[1], 0, 1), (I3[2]-I3[1], 2, 1),
                (twinA-twinB, 0, 2)):
    found = dirs[scan(d) < 1e-9]
    normal_counts.append(len(found))
    assert len(found) == 2
    for sign in (1, -1):
        expected = (I3[i] + sign*I3[j])/np.sqrt(2)
        assert np.isclose(np.max(np.abs(found@expected)), 1, atol=1e-12)

# Mean strain from the variant strains
mean_strain = sum(0.5*(twinA[i] + twinB[i])*E[i] for i in range(3))
assert np.allclose(mean_strain, (eps_a + g/3)*I3, atol=1e-15)
assert np.allclose(mean_strain, 0, atol=1e-15)

# Uniqueness, solved from fractions and vanishing determinant
a, b, L = sp.symbols('a b L')
difference = sp.diag(a, (1-a)-(1-b), -b)
sol = sp.solve([L*a - sp.Rational(1, 3), (1-L)*b - sp.Rational(1, 3),
                difference.det()], [a, b, L], dict=True)
assert len(sol) == 1
assert (sol[0][a], sol[0][b], sol[0][L]) == (
    sp.Rational(2, 3), sp.Rational(2, 3), sp.Rational(1, 2))

family = []
for av in (0.5, 0.6, 2/3, 0.8, 1.0):
    Lv = 1/(3*av)
    bv = 1/(3*(1-Lv))
    A, B = np.array([av, 1-av, 0]), np.array([0, 1-bv, bv])
    assert np.allclose(Lv*A + (1-Lv)*B, 1/3)
    w = Lv*(1-Lv)*np.min(scan(A-B))*g**2*1000
    family.append((av, bv, Lv, w))
    assert (abs(w) < 1e-10) if abs(av-2/3) < 1e-12 else (w > 1e-4)

# Number of laminates, counting normals found by the scan
laminates = pairs = 0
all_twins = [np.array(t)/3 for t in itertools.permutations((2, 1, 0))]
for A, B in itertools.combinations(all_twins, 2):
    D = A-B
    weight = D@(np.ones(3)/3-B)/(D@D)
    if np.allclose(weight*A+(1-weight)*B, 1/3):
        assert np.isclose(weight, 0.5)
        pairs += 1
        count = np.sum(scan(D) < 1e-9)
        for t in (A, B):
            i, j = np.flatnonzero(t)
            count *= np.sum(scan(I3[i]-I3[j]) < 1e-9)
        laminates += int(count)
assert pairs == 3 and laminates == 24

# Neutral walls for every choice of polarization signs
net_same, net_opposite = [], []
for s1, s2, s2b, s3 in itertools.product((1, -1), repeat=4):
    nA, nB = np.array([1, s1*s2, 0]), np.array([0, 1, s2b*s3])
    nO = np.array([1, 0, s1*s3])
    PA, PB = np.array([2*s1, s2, 0])/3, np.array([0, s2b, 2*s3])/3
    assert np.array([s1, -s2, 0])@nA == 0
    assert np.array([0, s2b, -s3])@nB == 0
    assert abs((PA-PB)@nO) < 1e-14
    coplanar = abs(np.linalg.det(np.array([nA, nB, nO]))) < 1e-12
    assert coplanar == (s2b == -s2)
    (net_opposite if coplanar else net_same).append(
        np.linalg.norm((PA+PB)/2))
assert np.ptp(net_same) < 1e-14 and np.ptp(net_opposite) < 1e-14

# Failure of rotations to close, from gradients and from sector angles
rotation_sum = np.zeros((3, 3))
for i, j in ((0, 1), (1, 2), (2, 0)):
    jump = g*np.outer(I3[i]+I3[j], I3[i]-I3[j])
    assert np.allclose((jump+jump.T)/2, E[i]-E[j], atol=1e-15)
    rotation_sum += (jump-jump.T)/2
frank = np.linalg.norm(rotation_sum)/np.sqrt(2)
u, v = np.array([2, -1, -1])/np.sqrt(6), np.array([0, 1, -1])/np.sqrt(2)


def turn(i, degrees):
    q = np.radians(degrees)
    return (-np.sin(q)*u + np.cos(q)*v)@E[i]@(np.cos(q)*u + np.sin(q)*v)


def angle_excess(sectors):
    return sum(turn(i, end)-turn(i, start) for i, start, end in sectors)


excess1 = angle_excess([(0, -60, 60), (1, 60, 180), (2, 180, 300)])
excess2 = angle_excess([(0, 60, 120), (2, 120, 180), (1, 180, 420)])
assert np.isclose(frank, np.sqrt(3)*g)
assert np.isclose(excess1, -frank) and np.isclose(excess2, frank)

# Domain codes: 0 = variant 1, 1 = variant 2 in A, 2 = variant 2 in B,
# 3 = variant 3. All walls contain the [111] direction, so two coordinates do.
P_code = np.array([[1, 0, 0], [0, -1, 0], [0, 1, 0], [0, 0, -1]], float)
E_code = np.array([[1, 0, 0], [0, 1, 0], [0, 1, 0], [0, 0, 1]], float)


def side_codes(i, j, N, M, shift=0.0):
    phaseA = ((N*i) % M)/M
    phaseB = ((-N*j + int(shift*M)) % M)/M
    cut = 2/3 - 1e-9
    return np.where(phaseA < cut, 0, 1), np.where(phaseB < cut, 3, 2)


def domain_map(N, points, shift=0.0):
    M = N*points
    i, j = np.meshgrid(np.arange(M), np.arange(M), indexing='ij')
    A, B = side_codes(i, j, N, M, shift)
    return np.where((i+j) % M < M//2, A, B)


def waves(code, table):
    M = len(code)
    q = np.fft.fftfreq(M)*M
    s, t = np.meshgrid(q, q, indexing='ij')
    K = np.stack([s, t-s, -t], -1)
    K[0, 0] = [1, 0, 0]
    K /= np.linalg.norm(K, axis=-1)[..., None]
    F = np.fft.fft2(table[code], axes=(0, 1))/M**2
    F[0, 0] = 0
    return K, F


def elastic_K(N, points, C=C_iso, shift=0.0):
    K, F = waves(domain_map(N, points, shift), E_code)
    return relaxed_energy(K, F, C).sum()/mu_GPa*N/2


def electric_K(N, points, shift):
    K, F = waves(domain_map(N, points, shift), P_code)
    return 0.5*np.sum(np.abs((K*F).sum(-1))**2)*N/2


code = domain_map(4, 48)
fractions = E_code[code].mean((0, 1))
assert np.allclose(fractions, 1/3, atol=1e-14)
M = 4*48
i = np.arange(M)
for offset in (0, M//2):
    A, B = side_codes(i, offset-i, 4, M)
    assert set(zip(A.tolist(), B.tolist())) == {(0, 3), (1, 2)}
    assert np.allclose((P_code[A]-P_code[B])@np.array([1, 0, -1]), 0)

K_refine = [elastic_K(4, pts) for pts in (48, 96, 192)]
K_scale = [K_refine[0], elastic_K(8, 48), elastic_K(16, 48)]
K_el = K_refine[-1]
# Five percent allows for the stepped representation of sharp walls
assert abs(K_refine[2]/K_refine[1]-1) < 0.05
assert np.ptp(K_scale)/np.mean(K_scale) < 0.02
assert K_el > 1e-4
K_shift = elastic_K(4, 96, shift=0.5)
K_aniso = elastic_K(4, 96, C=C_aniso)
Q_register, Q_shift = electric_K(4, 192, 0), electric_K(4, 192, 0.5)
assert Q_register < 0.1*Q_shift

# Energy removed and equilibrium twin period
clamped = 0.5*np.sum(strain_rows(E[0]-mean_strain, C_iso)**2)*1000
assert np.isclose(clamped, 2/3*mu_GPa*g**2*1000)
scale = mu_GPa*1e9*g**2
H = H_nm*1e-9
p = np.sqrt(2*wall_energy*H/(K_el*scale))


def energy_density(x):
    return K_el*scale*x/H + 2*wall_energy/x


best = minimize_scalar(lambda z: energy_density(np.exp(z)),
                       bounds=(np.log(1e-9), np.log(1e-3)), method='bounded',
                       options={'xatol': 1e-10})
assert np.isclose(np.exp(best.x), p, rtol=1e-5)
assert p < H/2


# Finite deformation
def twin_shear(F, n):
    m = np.linalg.solve(F.T, n)
    return 2*(m/(m@m) - F@n)


U = [I3+e for e in E]


def average_twin(major, normal):
    n = np.array(normal)/np.sqrt(2)
    shear = twin_shear(U[major], n)
    F2 = U[major] + np.outer(shear, n)
    assert np.allclose(F2.T@F2, U[1]@U[1], atol=1e-13)
    return U[major] + np.outer(shear, n)/3


finite_mismatch = 0.0
for sA, sB in itertools.product((1, -1), repeat=2):
    FA, FB = average_twin(0, [1, sA, 0]), average_twin(2, [0, 1, sB])
    ratios = eigh(FB.T@FB, FA.T@FA, eigvals_only=True)
    finite_mismatch = max(finite_mismatch, abs(ratios[1]-1))
assert finite_mismatch < 1e-12
FA, FB = average_twin(0, [1, -1, 0]), average_twin(2, [0, 1, -1])
nO = np.array([1, 0, -1])/np.sqrt(2)
cO = twin_shear(FA, nO)
F_other = FA+np.outer(cO, nO)
assert np.allclose(F_other.T@F_other, FB.T@FB, atol=1e-13)
F_mean = FA+np.outer(cO, nO)/2
finite_strain = np.max(np.abs(np.linalg.svd(F_mean, compute_uv=False)-1))
assert finite_strain < 2*g**2

net_P = net_opposite[0]*Ps
depol_field = net_P/(epsilon_0*eps_rel)
depol_energy = net_P**2/(2*epsilon_0*eps_rel)
charge_energy = Q_shift*Ps**2/(epsilon_0*eps_rel)*p/H

print(f"Rough lattice parameters a, c: {a_nm:.3f}, {c_nm:.3f} nm")
print(f"Cubic reference edge: {a0_nm:.5f} nm")
print(f"Strains eps_a, eps_c, g: {eps_a:.5f}, {eps_c:.5f}, {g:.5f}")
print(f"Rough shear modulus: {mu_GPa:.1f} GPa; Poisson ratio: {poisson:.2f}")
print(f"Rough polarization: {Ps*100:.1f} uC/cm2")
print(f"Rough wall energy: {wall_energy*1000:.1f} mJ/m2")
print(f"Rough wall width: {wall_width_nm:.1f} nm")
print(f"Rough relative permittivity: {eps_rel:.0f}")
print(f"Layer thickness H: {H_nm:.0f} nm")
print("Variant fractions from map:", np.round(fractions, 6))
print("Largest mean strain component:", f"{np.max(np.abs(mean_strain)):.1e}")
print("Normals for 1|2, 3|2, A|B:", normal_counts)
print("Variant-sharing pairs and laminates:", pairs, laminates)
for av, bv, Lv, w in family:
    print(f"a={av:.4f}, b={bv:.4f}, L={Lv:.4f}: misfit {abs(w):.4f} J/cm3")
print(f"Disclination angle: {frank:.5f} rad = {np.degrees(frank):.3f} deg")
print("K at 48, 96, 192 points per period:", np.round(K_refine, 5))
print("K at H/p = 2, 4, 8 (48 points):", np.round(K_scale, 5))
print(f"K used: {K_el:.4f}")
print(f"K with half-period shift (96 points): {K_shift:.4f}")
print(f"K with c44 raised by half (96 points): {K_aniso:.4f}")
print(f"Clamped single-variant energy: {clamped:.3f} J/cm3")
print(f"Equilibrium twin period p: {p*1e9:.0f} nm; p/H: {p/H:.4f}")
print(f"Major and minor twin widths: {p*2e9/3:.0f}, {p*1e9/3:.0f} nm")
print(f"Residual elastic energy: {K_el*scale*p/H/1e6:.4f} J/cm3")
print(f"Twin-wall energy: {2*wall_energy/p/1e6:.4f} J/cm3")
print(f"Total laminate energy: {energy_density(p)/1e6:.4f} J/cm3")
print(f"Neglected outer-wall energy: {wall_energy/H/1e6:.4f} J/cm3")
print(f"Wall width / minor twin: {wall_width_nm/(p*1e9/3):.4f}")
print(f"Finite-theory compatibility error: {finite_mismatch:.1e}")
print(f"Largest finite mean strain: {finite_strain:.2e}")
print(f"Stress scale 2*mu*strain: {2*mu_GPa*1000*finite_strain:.2f} MPa")
print(f"Electric coefficient, register/shift: {Q_register:.5f}, {Q_shift:.5f}")
print(f"Charge energy after half-period shift: {charge_energy/1e6:.3f} J/cm3")
print(f"Net P, opposite shared polarization: {net_P*100:.2f} uC/cm2")
print(f"Net P, same shared polarization: {net_same[0]*Ps*100:.2f} uC/cm2")
print(f"Unscreened field, P normal to plate: {depol_field/1e8:.3f} MV/cm")
print(f"Unscreened field energy: {depol_energy/1e6:.3f} J/cm3")
print("finished without a failed check")
```

Printed output:

```
Rough lattice parameters a, c: 0.399, 0.403 nm
Cubic reference edge: 0.40033 nm
Strains eps_a, eps_c, g: -0.00333, 0.00666, 0.00999
Rough shear modulus: 50.0 GPa; Poisson ratio: 0.30
Rough polarization: 26.0 uC/cm2
Rough wall energy: 10.0 mJ/m2
Rough wall width: 5.0 nm
Rough relative permittivity: 1000
Layer thickness H: 10000 nm
Variant fractions from map: [0.333333 0.333333 0.333333]
Largest mean strain component: 7.4e-17
Normals for 1|2, 3|2, A|B: [2, 2, 2]
Variant-sharing pairs and laminates: 3 24
a=0.5000, b=1.0000, L=0.6667: misfit 0.3605 J/cm3
a=0.6000, b=0.7500, L=0.5556: misfit 0.0361 J/cm3
a=0.6667, b=0.6667, L=0.5000: misfit 0.0000 J/cm3
a=0.8000, b=0.5714, L=0.4167: misfit 0.0824 J/cm3
a=1.0000, b=0.5000, L=0.3333: misfit 0.3605 J/cm3
Disclination angle: 0.01731 rad = 0.992 deg
K at 48, 96, 192 points per period: [0.03496 0.03472 0.03465]
K at H/p = 2, 4, 8 (48 points): [0.03496 0.03497 0.03497]
K used: 0.0347
K with half-period shift (96 points): 0.0710
K with c44 raised by half (96 points): 0.0427
Clamped single-variant energy: 3.328 J/cm3
Equilibrium twin period p: 1075 nm; p/H: 0.1075
Major and minor twin widths: 717, 358 nm
Residual elastic energy: 0.0186 J/cm3
Twin-wall energy: 0.0186 J/cm3
Total laminate energy: 0.0372 J/cm3
Neglected outer-wall energy: 0.0010 J/cm3
Wall width / minor twin: 0.0140
Finite-theory compatibility error: 3.3e-16
Largest finite mean strain: 2.22e-05
Stress scale 2*mu*strain: 2.22 MPa
Electric coefficient, register/shift: 0.00000, 0.01414
Charge energy after half-period shift: 0.012 J/cm3
Net P, opposite shared polarization: 12.26 uC/cm2
Net P, same shared polarization: 15.01 uC/cm2
Unscreened field, P normal to plate: 0.138 MV/cm
Unscreened field energy: 0.848 J/cm3
finished without a failed check
```
